# Choosing the number of quadrature points for classical ion scattering angles

## A collision in which nothing happens

Let a particle pass a centre that exerts no force. Its path is a straight line with closest distance $b$, the impact parameter. Seen from the centre, the direction to the particle turns through $\pi$ in all, and the deflection is $\theta=0$. With $u=b/r$, where $r$ is the distance from the centre, the integral for the deflection reads

$$\theta=\pi-2\int_0^1\frac{du}{\sqrt{1-u^2}} .$$

The integrand is infinite at $u=1$, the closest approach, although the motion there is smooth: the radial velocity vanishes, so $r$ is a poor variable for following the path. Now put $u=\cos\varphi$. Then $|du|=\sin\varphi\,d\varphi$ cancels the root, the integral becomes $\int_0^{\pi/2}d\varphi$, and any equal-weight rule returns $\theta=0$, even with one point.

Some programs that follow ions through a solid as a chain of two-body collisions evaluate such an integral for each collision, with the number of quadrature points as a setting. With a force present the integrand in $\varphi$ is no longer constant. How many points are needed depends on its behaviour at both ends, including the end that represents infinite distance.

## The integral with a force

Assume a central potential $V(r)$ that is repulsive, decreases with $r$ and vanishes at infinity. Let $E>0$ be the kinetic energy of relative motion at infinity, $\mu$ the reduced mass and $v$ the initial relative speed, so $E=\mu v^2/2$. The angle $\theta$ is measured in the centre-of-mass frame. With polar angle $\psi$, conservation of angular momentum and energy gives

$$r^2\dot\psi=vb,\qquad \tfrac12\mu\dot r^2+\frac{Eb^2}{r^2}+V(r)=E .$$

The second relation gives $|\dot r|=v\sqrt{1-V/E-b^2/r^2}$. Dividing $\dot\psi$ by $|\dot r|$ and counting the incoming and outgoing halves of the path gives

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E-b^2/r^2}},$$

where the root vanishes at the turning point $r_0$. Define

$$u=\frac{r_0}{r},\quad \beta=\frac b{r_0},\quad W(u)=\frac{V(r_0/u)}{E},\quad D(u)=1-W(u)-\beta^2u^2 .$$

Since $dr/r^2=-du/r_0$,

$$\theta=\pi-2\beta\int_0^1\frac{du}{\sqrt{D(u)}},\qquad D(1)=0 .$$

For $b>0$, $D$ decreases steadily, because $W'\ge0$ for this class of potentials. It is therefore positive for $0\le u<1$. Near the turning point $D\approx[W'(1)+2\beta^2](1-u)$, an inverse-square-root singularity in the integrand. With $u=\cos\varphi$,

$$\theta=\pi-2\beta\int_0^{\pi/2}G(\varphi)\,d\varphi,\qquad G(\varphi)=\frac{\sin\varphi}{\sqrt{D(\cos\varphi)}} .$$

For small $\varphi$, $\sin\varphi\approx\varphi$ and $1-\cos\varphi\approx\varphi^2/2$, so

$$G(0)=\sqrt{\frac{2}{W'(1)+2\beta^2}},\qquad W'(1)=-\frac{r_0V'(r_0)}{E}.$$

The limit is finite. For an attractive potential it need not be: if $W'(1)+2\beta^2=0$, $D$ starts as $(1-u)^2$ or a higher power, the integral diverges, and the particle spirals towards a circular orbit without ever reaching it. No choice of $n$ cures that. A head-on collision, $b=0$, needs no quadrature. If $V$ grows without bound at the centre, as the Coulomb and screened potentials below do, the particle is turned back and $\theta=\pi$. If $V$ is finite there and $E>V(0)$, the particle passes straight through and $\theta=0$.

## What the setting counts

Gauss-Chebyshev quadrature with $N$ points is

$$\int_{-1}^{1}\frac{f(x)\,dx}{\sqrt{1-x^2}}\approx\frac{\pi}{N}\sum_{j=1}^{N}f\!\left(\cos\frac{(2j-1)\pi}{2N}\right).$$

With $x=\cos\varphi$ it is the midpoint rule on $[0,\pi]$. To see its accuracy, expand $f$ in functions $\cos k\varphi$. For $k$ not a multiple of $2N$,

$$\sum_{j=1}^{N}\cos\frac{k(2j-1)\pi}{2N}=\frac{\sin k\pi}{2\sin(k\pi/2N)}=0,$$

which agrees with $\int_0^\pi\cos k\varphi\,d\varphi=0$ for $k\geq1$. Polynomials up to degree $2N-1$ are thus integrated without error.

Our integral covers only $0\le u\le1$. Extend the function $\sqrt{(1-u^2)/D(u)}$ evenly to negative $u$, take $N=2n$, and keep half of the symmetric sum:

$$\theta_n=\pi-\frac{\pi\beta}{n}\sum_{j=1}^{n}G(\varphi_j),\qquad \varphi_j=\frac{(2j-1)\pi}{4n}.$$

Here $n$ counts actual evaluations of the integrand. A program that counts the nodes on the full interval would call the same rule a $2n$-point rule, so its convention must be known before using the estimates below.

## Bare Coulomb repulsion: a known angle

Let $V=C/r$ and $d=C/E$, the distance of closest approach in a head-on collision. The condition $D(1)=0$ is $r_0^2-dr_0-b^2=0$, hence

$$r_0=\frac d2+\sqrt{\frac{d^2}{4}+b^2},\qquad W(u)=\frac d{r_0}u=(1-\beta^2)u .$$

The radicand factors:

$$D(u)=1-(1-\beta^2)u-\beta^2u^2=(1-u)(1+\beta^2u).$$

Set $t^2=(1-u)/(1+\beta^2u)$. Solving for $u$ and differentiating gives

$$u=\frac{1-t^2}{1+\beta^2t^2},\quad du=-\frac{2t(1+\beta^2)}{(1+\beta^2t^2)^2}dt,\quad \sqrt D=t(1+\beta^2u)=\frac{t(1+\beta^2)}{1+\beta^2t^2}.$$

As $u$ runs from 0 to 1, $t$ runs from 1 to 0. The minus sign reverses these limits, so

$$\int_0^1\frac{du}{\sqrt D}=\int_0^1\frac{2\,dt}{1+\beta^2t^2}=\frac2\beta\arctan\beta,\qquad \theta=\pi-4\arctan\beta .$$

Therefore $\tan(\theta/2)=\cot(2\arctan\beta)=(1-\beta^2)/(2\beta)=d/(2b)$, the Coulomb scattering law.

## The error left by infinite distance

The singularity at $u=1$ has gone, but the even extension of the Coulomb term is proportional to $|u|$. It has a kink at $u=0$. Its effect follows from the midpoint rule with step $h=\pi/(2n)$. Over one cell with centre $c$, Taylor expansion gives

$$\int_{c-h/2}^{c+h/2}G\,d\varphi=hG(c)+\frac{h^3}{24}G''(c)+O(h^5).$$

Let $I$ be the whole integral and $M$ the midpoint sum. Adding the cells turns $h\sum G''$ into $\int G''\,d\varphi$ at leading order:

$$I-M=\frac{h^2}{24}\left[G'(\pi/2)-G'(0)\right]+O(h^4).$$

For Coulomb repulsion $G=\sqrt{(1+u)/(1+\beta^2u)}$. At $\varphi=0$ its slope is zero, because $du/d\varphi=-\sin\varphi=0$. At $\varphi=\pi/2$, $dG/du=(1-\beta^2)/2$ and $du/d\varphi=-1$. Thus $M-I=h^2(1-\beta^2)/48$. Multiplying by $-2\beta$ and inserting $h$ gives

$$\theta_n-\theta=-\frac{\pi^2\beta(1-\beta^2)}{96\,n^2}+O(n^{-4}).$$

The rule slightly underestimates the angle when this leading term dominates. Adding $\pi^2\beta(1-\beta^2)/(96n^2)$ to $\theta_n$ raises the order from two to four.

For the relative error, write $\theta=\int_\beta^1 4\,ds/(1+s^2)\ge2(1-\beta)$, whereas $\beta(1-\beta^2)=\beta(1+\beta)(1-\beta)\le2(1-\beta)$. Hence, at leading order in $1/n$,

$$\frac{|\theta_n-\theta|}{\theta}\lesssim\frac{\pi^2}{96n^2}.$$

The limit is approached for distant collisions, $\beta\to1$. For a relative tolerance $\delta$, this suggests $n\ge\pi/\sqrt{96\,\delta}$: four points for 1%, eleven for 0.1%. Rounding is a separate limit. Since $\theta_n$ is a difference from $\pi$, the relative rounding error grows roughly as $1/\theta$ for small angles. In double precision with $n=64$, it already exceeds the quadrature error at $\theta=10^{-10}$.

## Why screening changes the choice

Electrons screen the nuclei. Take

$$V(r)=\frac Cr\sum_i c_i e^{-k_ir/a},\qquad W(u)=\frac{C}{Er_0}\,u\sum_i c_i e^{-k_ir_0/(au)},$$

with positive $c_i$, $k_i$ and screening length $a$. As $u\to0^+$, the exponentials vanish faster than any power of $u$, so every derivative of $W$ tends to zero and the even extension is smooth. As a function of $\varphi$, $G$ then extends to a smooth even function of period $\pi$:

$$G(\varphi)=\sum_{m\ge0}g_m\cos2m\varphi .$$

The cosine sum shown earlier removes every term from the quadrature error except $m=2np$, with $p=1,2,\ldots$. Repeated integration by parts shows that the coefficients $g_m$ of a smooth periodic function fall faster than any power of $m$. The quadrature error therefore finally falls faster than any power of $n$.

"Finally" matters. The flat region extends to $u$ of order $k_ir_0/a$. If $r_0\ll a$, a modest grid cannot resolve it and sees a Coulomb kink. The estimate $\pi/\sqrt{96\,\delta}$ then remains the sensible starting point.

The opposite limit, $r_0\gg a$, has another difficulty. Near $\varphi=0$, $1/\cos\varphi\approx1+\varphi^2/2$, so each screening term varies as $\exp[-k_ir_0\varphi^2/(2a)]$. This is a peak of width $\sqrt{a/(k_ir_0)}$, and the step $\pi/(2n)$ should be smaller than the width for the terms that matter. For small deflections, where the region of this peak supplies most of the angle, the required $n$ thus grows roughly as $\sqrt{r_0/a}$. For large deflections the peak's share of $\theta$ shrinks with its width, and at a fixed relative tolerance $n$ grows more slowly. This is a scaling estimate, not a bound, and the example below does not probe it.

## A silicon collision, first without screening

Consider a 50 keV silicon ion striking a silicon atom at rest, with $b=0.0100$ nm. Equal masses give $E=25$ keV. For $Z=14$, $C=Z^2e^2/(4\pi\varepsilon_0)=282.233$ eV nm, so

$$d=\frac{282.233}{25000}=0.011289\ \text{nm},\quad r_0=0.017128\ \text{nm},\quad \beta=0.583847 .$$

The Coulomb law gives $\theta=2\arctan[0.011289/0.0200]=1.02776$ rad, or $58.887^\circ$. The predicted value of $n^2(\theta_n-\theta)$ is $-0.039563$ rad, and the value observed at $n=64$ agrees to the digits printed. Errors in radians are:

| $n$ | Chebyshev | corrected |
|---:|---:|---:|
| 4 | $-2.5\times10^{-3}$ | $7.8\times10^{-6}$ |
| 16 | $-1.5\times10^{-4}$ | $3.0\times10^{-8}$ |
| 64 | $-9.7\times10^{-6}$ | $1.2\times10^{-10}$ |

Between $n=32$ and $64$ the observed orders are 2.000 and 4.000. Gauss-Legendre quadrature applied directly in $u$ has order 0.989 and still errs by $1.4\times10^{-2}$ rad at $n=64$. Its last node lies a distance of order $n^{-2}$ from the singular end; the integral of an inverse square root over that distance scales as $n^{-1}$.

A scan from $b/d=0.01$ to $100$ at $n=16$ gives a largest relative error of $3.97\times10^{-4}$, against the limiting estimate $4.02\times10^{-4}$.

If a program offers Gauss-Legendre quadrature in $\varphi$, that choice is better for the bare Coulomb case: four points leave an error of $1.0\times10^{-7}$ rad, and eight leave less than $10^{-14}$ rad. It needs no even extension, and the Coulomb $G$ is analytic on the closed interval, which gives geometric convergence.

## The same collision with screening

Keep $E$ and $b$ fixed and use the Ziegler-Biersack-Littmark universal potential. Its coefficients $c_i$ are 0.18175, 0.50986, 0.28022 and 0.02817; the corresponding $k_i$ are 3.19980, 0.94229, 0.40290 and 0.20162. With Bohr radius $a_0$, the screening length is

$$a=\frac{0.88534\,a_0}{2Z^{0.23}}=0.012766\ \text{nm}.$$

The turning point moves inward to $0.012643$ nm, and the angle falls to $35.682^\circ$. Relative to $n=64$, the shifts are $0.021^\circ$ at $n=4$, $0.0014^\circ$ at $n=8$ and $-0.00006^\circ$ at $n=16$. The change of sign shows that $\theta_n$ does not approach its limit from one side only.

Direct integration of Newton's equation differs from the $n=64$ result by $6.6\times10^{-10}$ rad in magnitude. This matches the error found for that rule in high-precision arithmetic. There the observed order rises from 8.4 between $n=64$ and $256$ to 18.7 between $256$ and $1024$, as expected for convergence faster than a fixed power. With the screening length made 1000 times larger, the order between $n=8$ and $32$ is 2.024: the Coulomb-like regime has returned.

The angle also fixes the energy given to the struck atom. In the centre-of-mass frame its velocity turns from $-v\hat{\mathbf x}/2$ to $-v\hat{\mathbf n}/2$, where $\hat{\mathbf n}$ is the ion's final direction. Adding the centre-of-mass velocity $v\hat{\mathbf x}/2$ gives a recoil speed $v|\hat{\mathbf x}-\hat{\mathbf n}|/2=v\sin(\theta/2)$. With laboratory energy $E_{\rm lab}=50$ keV,

$$T=E_{\rm lab}\sin^2\frac\theta2=50\sin^2(17.841^\circ)=4.69\ \text{keV}.$$

The unscreened angle would give 12.08 keV. For a small angle error, $\delta T/T=\cot(\theta/2)\,\delta\theta$, which is at most $2\,\delta\theta/\theta$ in magnitude. At $n=4$ the error in $T$ is about 0.1% of $T$.

## How much accuracy the silicon model deserves

The energy is in the range used for silicon self-implantation, but this is an unusually close collision. With a rough neighbour distance of 0.235 nm, impacts uniform over a disc whose radius is half that distance fall below 0.010 nm in only $(0.010/0.1175)^2\approx0.7\%$ of cases. Replacing the potential by Molière screening with the Firsov length lowers the angle by $0.58^\circ$. An Oen-Robinson estimate of electronic loss, based on Lindhard-Scharff stopping, gives about 260 eV; removing all of it from $E$ beforehand raises the angle by $0.3^\circ$. A neighbour abreast of the target, on the side nearer the ion's initial path, would by itself deflect the ion by about $0.008^\circ$ in the centre-of-mass frame of that pair. It also slightly shifts the impact parameter at the target, so this figure indicates a scale and is not a correction to be added to $\theta$. The output's "worst-case" refers only to neighbours abreast of the target. A neighbour further back or further ahead can lie close to the path and must be treated as a separate collision. Of the assumptions examined here, the one that matters most is a fixed target position: a rough room-temperature displacement of 0.008 nm along the impact-parameter direction moves the angle to $16^\circ$ or $125^\circ$. If impacts are sampled uniformly over an area much wider than the shift, the shift leaves the distribution of close impacts unchanged; for an ion aligned with a crystal row it must be retained.

Quantum mechanics also blurs a single classical angle. A packet of transverse width $\Delta b$ has an angular spread of at least $\lambda/(2\Delta b)$, where $\lambda=\hbar/(\mu v)$, and its range of impact parameters adds $|d\theta/db|\Delta b$. Combining these as independent spreads and minimising over $\Delta b$ gives $\sqrt{\lambda|d\theta/db|}=1.4^\circ$ here. Interference between identical nuclei is left out.

For this collision, then, four points already put the quadrature error well below the difference between the two potentials. Eight leave a comfortable margin at small cost. Distant collisions at the same energy are no harder over the distances tried: at $b=0.02$, 0.05, 0.10, 0.20 and 0.30 nm, four points give relative errors below 0.05%. The narrowing of the screening peak matters only at still larger $r_0/a$. For another potential or energy, doubling $n$ twice and comparing the relative changes in $\theta$ is a practical way to choose the setting. The Coulomb endpoint correction belongs to the bare potential; once the flat region of a screened potential is resolved, adding it would introduce an error. The numerical output follows.

## Table of computed values

```
Lab energy 50.0 keV; centre-of-mass 25.0 keV
Impact parameter b = 0.0100 nm; C = 282.233 eV nm
Coulomb head-on distance d = 0.011289 nm
Coulomb turning point = 0.017128 nm; beta = 0.583847
Exact Coulomb angle = 1.02776349 rad = 58.88651 deg
Predicted n^2 * error = -0.039563 rad
Observed n^2 * error at n=64 = -0.039563 rad
Coulomb errors (rad): n, Chebyshev, corrected, raw Legendre in u
    4  -2.465e-03   7.831e-06   1.951e-01
    8  -6.177e-04   4.858e-07   1.033e-01
   16  -1.545e-04   3.030e-08   5.321e-02
   32  -3.863e-05   1.893e-09   2.702e-02
   64  -9.659e-06   1.183e-10   1.361e-02
Legendre in phi: error n=4 1.0e-07, n=8 -5.6e-15 rad
Orders n=32 to 64: Chebyshev 2.000, corrected 4.000, raw 0.989
Scan b/d = 0.01 to 100, n=16: max relative error 3.971e-04
Small-angle limit of relative error, n=16: 4.016e-04
ZBL screening length = 0.012766 nm; reduced energy = 1.1308
Screened turning point = 0.012643 nm; beta = 0.790959
Integrand limit at turning point G(0) = 1.029932
Screened silicon angle: n, theta (deg), shift from n=64 (deg)
    2   35.7867487    1.05e-01
    4   35.7031656    2.09e-02
    8   35.6836359    1.39e-03
   16   35.6821854   -5.88e-05
   32   35.6822436   -6.13e-07
Screened angle n=64 = 0.62277265 rad = 35.68224 deg
Newton trajectory minus quadrature = -6.6e-10 rad
Recoil energy = 4.6934 keV
Recoil energy if unscreened = 12.0816 keV
High-precision screened errors (rad): n=16: 1.0e-06, n=64: 6.6e-10, n=256: 6.1e-15, n=1024: 3.3e-26
Screened orders: 64 to 256 8.4; 256 to 1024 18.7
Order with 1000x screening length, n=8 to 32: 2.024
Moliere-Firsov angle = 35.098 deg; change -0.584 deg
Electronic loss estimate = 257.8 eV; angle change if taken from E_cm = 0.294 deg
dtheta/db = -4300.7 deg/nm; reduced wavelength = 7.728e-06 nm
Wave-packet angular spread = 1.380 deg
Neighbour at rough distance 0.235 nm: worst-case deflection = 0.0083 deg
Rough thermal shift 0.008 nm: angle from 15.92 to 125.12 deg
Relativistic parameter E_lab/(M c^2) = 1.92e-06
```
